**Projection of elastic tensors onto cubic symmetry**

The program averages second- and third-order elastic tensors, $C_{IJ}$ and $C_{IJK}$, over the 24 rotations of the cube. These are derivatives of the energy per reference volume with respect to Lagrangian strain in Voigt form. It asserts that three and six constants survive, using projector traces, characters and the null space of the invariance equations. It also asserts, in integer arithmetic, that the average over full Cartesian tensors equals plain averages over short lists of Voigt entries, and by least squares that the result is the nearest cubic tensor. A diamond-lattice bond model supplies test tensors that come out cubic without symmetry being imposed. With added noise, the output shows $C_{11}$ recovered as 291.8 GPa against a noise-free 289.9 GPa, while $C_{144}$ misses by 48 GPa. Further assertions cover the $\sigma/\sqrt n$ reduction of noise of standard deviation $\sigma$ over $n$ entries, and the effect of a slightly turned crystal frame: a quadratic shift of $C_{11}$ and $C_{111}$ and a linear growth of the discarded part.

## Verification by program

```python
"""
Result under test: averaging elastic tensors over the 24 rotations of the cube
projects them onto the tensors allowed in crystal class m-3m (diamond), which
have exactly 3 second-order and 6 third-order constants; the projection is a
plain average over short lists (orbits) of Voigt entries.

Symbols: C_IJ, C_IJK  second and third derivatives of the energy per reference
volume with respect to Lagrangian strain eta_I in Voigt form (eta_4 = 2 eta_23);
R  3x3 rotation;  M  its 6x6 action on stress-like Voigt components;
order  number of Voigt indices (2 or 3).
The test tensors come from a diamond lattice with Morse bonds (depth D, inverse
range a) and bending energy K (cos(angle) + 1/3)^2 for every bond angle.
"""
import math
from fractions import Fraction
from itertools import combinations_with_replacement, permutations, product
import numpy as np
from scipy import constants
from scipy.integrate import quad

VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
VOIGT_MAP = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
INDICES = {n: list(combinations_with_replacement(range(6), n)) for n in (2, 3)}
ORBITS = {
    2: {"C11": ["11", "22", "33"], "C12": ["12", "13", "23"],
        "C44": ["44", "55", "66"]},
    3: {"C111": ["111", "222", "333"],
        "C112": ["112", "113", "122", "133", "223", "233"],
        "C123": ["123"],
        "C144": ["144", "255", "366"],
        "C155": ["155", "166", "244", "266", "344", "355"],
        "C456": ["456"]}}


def entry(label):
    return tuple(int(ch) - 1 for ch in label)


def voigt_action(R):
    """Matrix M such that the Voigt components of R s R^T are M s."""
    columns = []
    for i, j in VOIGT:
        s = np.zeros((3, 3), dtype=R.dtype)
        s[i, j] = s[j, i] = 1
        turned = R @ s @ R.T
        columns.append([turned[p] for p in VOIGT])
    return np.array(columns).T


def rotate(tensor, matrix):
    for axis in range(tensor.ndim):
        tensor = np.moveaxis(np.tensordot(matrix, tensor, axes=(1, axis)), 0, axis)
    return tensor


def unpack(values, order):
    values = np.asarray(values)
    tensor = np.zeros((6,) * order, dtype=values.dtype)
    for idx, value in zip(INDICES[order], values):
        for p in permutations(idx):
            tensor[p] = value
    return tensor


def pack(tensor):
    return np.array([tensor[idx] for idx in INDICES[tensor.ndim]])


def cartesian(tensor):
    """Full tensor with two Cartesian indices for each Voigt index."""
    if tensor.ndim == 2:
        return tensor[VOIGT_MAP][:, :, VOIGT_MAP]
    return tensor[VOIGT_MAP][:, :, VOIGT_MAP][:, :, :, :, VOIGT_MAP]


def norm(tensor):
    return math.sqrt(float(np.sum(cartesian(tensor) ** 2)))


def close_group(generators):
    identity = np.eye(3, dtype=int)
    found = {identity.tobytes(): identity}
    queue = [identity]
    while queue:
        g = queue.pop()
        for h in generators:
            new = np.ascontiguousarray(g @ h)
            if new.tobytes() not in found:
                found[new.tobytes()] = new
                queue.append(new)
    return list(found.values())


def summed_action(group, order):
    """Integer matrix: sum over the group of its action on independent entries."""
    actions = [voigt_action(R) for R in group]
    columns = []
    for unit in np.eye(len(INDICES[order]), dtype=int):
        tensor = unpack(unit, order)
        columns.append(pack(sum(rotate(tensor, M) for M in actions)))
    return np.array(columns).T


def symmetric_character(x1, x2, x3, order):
    """Character on symmetric powers; xn is the Voigt character of g^n."""
    if order == 2:
        return (x1 * x1 + x2) / 2
    return (x1 ** 3 + 3 * x1 * x2 + 2 * x3) / 6


def character_count(group, order):
    total = Fraction(0)
    for R in group:
        x = [Fraction(int(np.trace(voigt_action(p)))) for p in (R, R @ R, R @ R @ R)]
        total += symmetric_character(*x, order)
    return total / len(group)


def orbit_projection(tensor):
    """Cubic constants and cubic tensor from plain averages over orbits."""
    found, result = {}, np.zeros(tensor.shape)
    for name, members in ORBITS[tensor.ndim].items():
        mean = sum(tensor[entry(m)] for m in members) / len(members)
        found[name] = float(mean)
        for m in members:
            for p in permutations(entry(m)):
                result[p] = mean
    return found, result


# ---------- group theory: counts by three roads ----------
four_z = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
two_z = np.diag([-1, -1, 1])
three_111 = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
inversion = -np.eye(3, dtype=int)
GENERATORS = {"432": [four_z, three_111], "23": [two_z, three_111],
              "-43m": [-four_z, three_111], "m-3m": [four_z, three_111, inversion]}
GROUPS = {name: close_group(g) for name, g in GENERATORS.items()}
assert [len(GROUPS[n]) for n in ("432", "23", "-43m", "m-3m")] == [24, 12, 24, 48]
COUNTS = {name: [character_count(g, n) for n in (2, 3)] for name, g in GROUPS.items()}
assert COUNTS["m-3m"] == COUNTS["432"] == COUNTS["-43m"] == [3, 6]
assert COUNTS["23"] == [3, 8]

projectors, invariant_basis = {}, {}
for name in ("23", "432"):
    for order in (2, 3):
        size = len(GROUPS[name])
        total = summed_action(GROUPS[name], order)
        assert np.array_equal(total @ total, size * total)
        assert Fraction(int(np.trace(total)), size) == COUNTS[name][order - 2]
        equations = np.vstack([summed_action([g], order) - np.eye(len(total))
                               for g in GENERATORS[name]])
        _, singular, vt = np.linalg.svd(equations)
        rank = int(np.sum(singular > 1e-9))
        assert len(total) - rank == COUNTS[name][order - 2]
        projectors[name, order] = total / size
        invariant_basis[name, order] = vt[rank:].T

# Without exchange symmetry of the Voigt indices the third-order count is larger
voigt_traces = [int(np.trace(voigt_action(R))) for R in GROUPS["432"]]
unsymmetrized = [Fraction(sum(x ** n for x in voigt_traces), 24) for n in (2, 3)]
assert unsymmetrized == [3, 12]


# Average over all rotations: class angle t has weight (1 - cos t)/pi on [0, pi]
def voigt_character(t):
    return 4 * math.cos(t) ** 2 + 2 * math.cos(t)


isotropic = [quad(lambda t: (1 - math.cos(t)) / math.pi * symmetric_character(
    voigt_character(t), voigt_character(2 * t), voigt_character(3 * t), n),
    0, math.pi)[0] for n in (2, 3)]
assert np.allclose(isotropic, [2, 3], atol=1e-8)

# ---------- orbit averages against explicit Cartesian averages, in integers ----------
rng = np.random.default_rng(7)
vanishing = {}
for order in (2, 3):
    # multiples of 6 make every orbit average an integer, so equality is exact
    trial = unpack(6 * rng.integers(-50, 51, len(INDICES[order])), order)
    full = cartesian(trial)
    group_sum = sum(rotate(full, R) for R in GROUPS["432"])
    _, projected = orbit_projection(trial)
    assert np.array_equal(group_sum, 24 * cartesian(projected))
    vanishing[order] = int(np.sum(~np.any(projectors["432", order] != 0, axis=1)))
    # nearest invariant tensor by weighted least squares in the Cartesian norm
    weight = np.array([len(set(permutations(i))) * 2 ** sum(k > 2 for k in i)
                       for i in INDICES[order]])
    root = np.sqrt(weight)
    basis = invariant_basis["432", order]
    fit = np.linalg.lstsq(root[:, None] * basis, root * pack(trial), rcond=None)[0]
    assert np.allclose(basis @ fit, pack(projected), atol=1e-8)
assert vanishing == {2: 12, 3: 36}

# ---------- diamond-lattice bond model ----------
lattice = 0.45            # nm, cubic cell edge
morse_depth = 2.0         # eV
morse_inverse = 20.0      # 1/nm
bend_energy = 1.5         # eV
bond = lattice * math.sqrt(3) / 4
cell_volume = lattice ** 3 / 4
GPA = constants.e * 1e18  # one eV/nm^3 in GPa
DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / math.sqrt(3)
UPPER = np.triu_indices(4, 1)


def energy_density(eta, shift):
    """GPa; shift is the sublattice displacement in units of the bond length."""
    e1, e2, e3, e4, e5, e6 = eta
    metric = np.array([[1 + 2 * e1, e6, e5], [e6, 1 + 2 * e2, e4], [e5, e4, 1 + 2 * e3]])
    bonds = DIRECTIONS + shift
    gram = bonds @ metric @ bonds.T
    length = np.sqrt(np.diag(gram))
    stretch = morse_depth * np.sum(
        (1 - np.exp(-morse_inverse * bond * (length - 1))) ** 2)
    cosine = (gram / np.outer(length, length))[UPPER]
    bend = 2 * bend_energy * np.sum((cosine + 1 / 3) ** 2)   # two atoms per cell
    return (stretch + bend) / cell_volume * GPA


def mixed_derivative(f, vectors, step=5e-4):
    """Derivative at 0 along the given vectors, central differences, extrapolated."""
    def estimate(h):
        total = 0.0
        for signs in product((1, -1), repeat=len(vectors)):
            point = h * sum(s * v for s, v in zip(signs, vectors))
            total += math.prod(signs) * f(point)
        return total / (2 * h) ** len(vectors)
    return (4 * estimate(step) - estimate(2 * step)) / 3


unit9, unit6, unit3 = np.eye(9), np.eye(6), np.eye(3)
hessian = np.array([[mixed_derivative(lambda x: energy_density(x[:6], x[6:]), [u, v])
                     for v in unit9] for u in unit9])
shift_stiffness = hessian[6:, 6:]
response = -np.linalg.solve(shift_stiffness, hessian[6:, :6])


def linear_shift_energy(eta):
    return energy_density(eta, response @ eta)


def relaxed_energy(eta):
    shift = response @ eta
    for _ in range(12):
        gradient = np.array([mixed_derivative(
            lambda d: energy_density(eta, shift + d), [u]) for u in unit3])
        shift = shift - np.linalg.solve(shift_stiffness, gradient)
    return energy_density(eta, shift)


direction = np.array([0.3, -0.5, 0.4, 0.6, 0.5, -0.7])
gaps = [linear_shift_energy(t * direction) - relaxed_energy(t * direction)
        for t in (0.004, 0.002)]
gap_order = math.log2(gaps[0] / gaps[1])
assert gaps[1] > 0 and abs(gap_order - 4) < 0.2

clean = {n: unpack([mixed_derivative(linear_shift_energy, [unit6[i] for i in idx])
                    for idx in INDICES[n]], n) for n in (2, 3)}
model = {}
for order in (2, 3):
    found, projected = orbit_projection(clean[order])
    model.update(found)
    # no symmetry was imposed on the model tensors: they must be cubic unaided
    assert np.max(np.abs(clean[order] - projected)) < 1e-3

bond_stiffness = 2 * morse_depth * morse_inverse ** 2
bulk = (model["C11"] + 2 * model["C12"]) / 3
assert math.isclose(bulk, 4 * bond_stiffness * bond ** 2 / (9 * cell_volume) * GPA,
                    rel_tol=1e-6)
assert math.isclose(model["C11"] - model["C12"],
                    128 * bend_energy / (9 * cell_volume) * GPA, rel_tol=1e-6)
bulk_slope = -(model["C111"] + 6 * model["C112"] + 2 * model["C123"]) / (9 * bulk)
assert math.isclose(bulk_slope, 1 + morse_inverse * bond, rel_tol=1e-5)

# ---------- noisy input and its projection ----------
sigma = {2: 2.0, 3: 30.0}   # GPa
raw, recovered, removed = {}, {}, {}
for order in (2, 3):
    noise = rng.normal(0, sigma[order], len(INDICES[order]))
    raw[order] = clean[order] + unpack(noise, order)
    found, projected = orbit_projection(raw[order])
    recovered.update(found)
    residual = raw[order] - projected
    assert math.isclose(norm(raw[order]) ** 2,
                        norm(projected) ** 2 + norm(residual) ** 2, rel_tol=1e-10)
    removed[order] = norm(residual) / norm(raw[order])
    draws = rng.normal(0, sigma[order], (20000, len(INDICES[order])))
    scatter = np.std(draws @ projectors["432", order].T, axis=0)
    for name, members in ORBITS[order].items():
        measured = scatter[INDICES[order].index(entry(members[0]))]
        assert math.isclose(measured, sigma[order] / math.sqrt(len(members)),
                            rel_tol=0.03)   # sampling error is about 0.5 percent


# ---------- crystal frame turned by a small angle about z ----------
def misaligned(degrees):
    t = math.radians(degrees)
    R = np.array([[math.cos(t), -math.sin(t), 0], [math.sin(t), math.cos(t), 0],
                  [0, 0, 1.0]])
    shifts, residuals = {}, {}
    for n in (2, 3):
        turned = rotate(clean[n], voigt_action(R))
        found, projected = orbit_projection(turned)
        shifts.update({k: found[k] - model[k] for k in found})
        residuals[n] = norm(turned - projected) / norm(turned)
    return shifts, residuals


shift1, residual1 = misaligned(1.0)
shift2, residual2 = misaligned(2.0)
anisotropy = model["C11"] - model["C12"] - 2 * model["C44"]
assert math.isclose(shift2["C11"], -anisotropy / 3 * math.sin(math.radians(4)) ** 2,
                    rel_tol=1e-4)
for n, name in ((2, "C11"), (3, "C111")):
    assert math.isclose(shift2[name] / shift1[name], 4, rel_tol=0.02)
    assert math.isclose(residual2[n] / residual1[n], 2, rel_tol=0.02)

# ---------- sizes of neglected effects ----------
strain = 0.01
second = model["C11"] * strain ** 2 / 2
third = model["C111"] * strain ** 3 / 6
rest = relaxed_energy(strain * unit6[0]) - second - third
assert abs(rest) < abs(third) < second
expansion, heating = 4e-6, 100.0          # rough, 1/K; K
softening = bulk_slope * 3 * expansion * heating
piezo, permittivity = 0.5, 10.0           # rough, C/m^2; relative
stiffening = piezo ** 2 / (permittivity * constants.epsilon_0) / 1e9

# ---------- output ----------
for name in ("m-3m", "432", "-43m", "23"):
    print(f"class {name}: {len(GROUPS[name])} operations, constants of order 2, 3: "
          f"{COUNTS[name][0]}, {COUNTS[name][1]}")
print(f"432 without Voigt exchange symmetry: {unsymmetrized[0]}, {unsymmetrized[1]}")
print(f"all rotations (isotropic): {isotropic[0]:.6f}, {isotropic[1]:.6f}")
print(f"entries forced to zero: {vanishing[2]} of 21, {vanishing[3]} of 56")
print(f"cell edge {lattice} nm, bond length {bond:.5f} nm, "
      f"primitive cell volume {cell_volume:.6f} nm^3")
print(f"Morse depth {morse_depth} eV, inverse range {morse_inverse} 1/nm, "
      f"bending energy {bend_energy} eV")
print(f"order in strain of error from linear sublattice shift: {gap_order:.3f}")
print(f"C44 with sublattices clamped: {hessian[3, 3]:.2f} GPa")
print(f"bulk modulus {bulk:.2f} GPa, its pressure derivative {bulk_slope:.4f}")
print(f"input noise: {sigma[2]} GPa (order 2), {sigma[3]} GPa (order 3)")
print("constant: clean model, projected noisy input, expected scatter (GPa)")
for order in (2, 3):
    for name, members in ORBITS[order].items():
        print(f"  {name}: {model[name]:.2f}, {recovered[name]:.2f}, "
              f"{sigma[order] / math.sqrt(len(members)):.2f}")
for order, name in ((2, "C11"), (2, "C44"), (3, "C111"), (3, "C112")):
    values = ", ".join(f"{m}: {raw[order][entry(m)]:.2f}" for m in ORBITS[order][name])
    print(f"raw entries averaged into {name} (GPa): {values}")
print(f"raw forbidden entries: C14 {raw[2][0, 3]:.2f} GPa, "
      f"C114 {raw[3][0, 0, 3]:.2f} GPa")
print(f"norm removed / norm of input: {removed[2]:.5f} (order 2), "
      f"{removed[3]:.5f} (order 3)")
for angle, s, r in ((1, shift1, residual1), (2, shift2, residual2)):
    print(f"frame off by {angle} deg: C11 shift {s['C11']:.4f} GPa, "
          f"C111 shift {s['C111']:.3f} GPa")
    print(f"  relative residual {r[2]:.5f} (order 2), {r[3]:.5f} (order 3)")
print(f"uniaxial strain {strain}: third-order / second-order energy {third / second:.5f}")
print(f"  energy beyond third order / second-order energy {rest / second:.6f}")
print(f"rough linear expansion {expansion:.1e} 1/K, heating {heating:.0f} K: "
      f"bulk modulus falls by {100 * softening:.2f} percent")
print(f"rough piezoelectric constant {piezo} C/m^2, relative permittivity "
      f"{permittivity:.0f}: C44 stiffening {stiffening:.2f} GPa")
print("every check passed")
```

It prints:

```
class m-3m: 48 operations, constants of order 2, 3: 3, 6
class 432: 24 operations, constants of order 2, 3: 3, 6
class -43m: 24 operations, constants of order 2, 3: 3, 6
class 23: 12 operations, constants of order 2, 3: 3, 8
432 without Voigt exchange symmetry: 3, 12
all rotations (isotropic): 2.000000, 3.000000
entries forced to zero: 12 of 21, 36 of 56
cell edge 0.45 nm, bond length 0.19486 nm, primitive cell volume 0.022781 nm^3
Morse depth 2.0 eV, inverse range 20.0 1/nm, bending energy 1.5 eV
order in strain of error from linear sublattice shift: 4.003
C44 with sublattices clamped: 206.56 GPa
bulk modulus 189.89 GPa, its pressure derivative 4.8971
input noise: 2.0 GPa (order 2), 30.0 GPa (order 3)
constant: clean model, projected noisy input, expected scatter (GPa)
  C11: 289.91, 291.76, 1.15
  C12: 139.88, 138.84, 1.15
  C44: 111.04, 112.34, 1.15
  C111: -1329.99, -1341.80, 17.32
  C112: -929.90, -923.50, 12.25
  C123: -729.86, -737.15, 30.00
  C144: -101.56, -149.24, 17.32
  C155: -219.53, -231.13, 12.25
  C456: -49.47, -76.47, 30.00
raw entries averaged into C11 (GPa): 11: 288.74, 22: 292.63, 33: 293.91
raw entries averaged into C44 (GPa): 44: 112.19, 55: 110.91, 66: 113.92
raw entries averaged into C111 (GPa): 111: -1339.90, 222: -1336.47, 333: -1349.02
raw entries averaged into C112 (GPa): 112: -865.45, 113: -892.85, 122: -932.28, 133: -962.62, 223: -950.71, 233: -937.09
raw forbidden entries: C14 0.13 GPa, C114 4.68 GPa
norm removed / norm of input: 0.01701 (order 2), 0.13166 (order 3)
frame off by 1 deg: C11 shift 0.0293 GPa, C111 shift -0.291 GPa
  relative residual 0.00494 (order 2), 0.00549 (order 3)
frame off by 2 deg: C11 shift 0.1169 GPa, C111 shift -1.163 GPa
  relative residual 0.00987 (order 2), 0.01097 (order 3)
uniaxial strain 0.01: third-order / second-order energy -0.01529
  energy beyond third order / second-order energy 0.000161
rough linear expansion 4.0e-06 1/K, heating 100 K: bulk modulus falls by 0.59 percent
rough piezoelectric constant 0.5 C/m^2, relative permittivity 10: C44 stiffening 2.82 GPa
every check passed
```
